# Direct Rashba coupling of holes in germanium-silicon core-shell wires

A wire runs along $z$, has a circular germanium core of radius $R$, and feels a uniform electric field $E$ along $x$. Symmetry fixes how its lowest pair of hole states can split at small wave number $k_z$. Time reversal flips $k_z$ and the pseudospin $\boldsymbol\sigma$ of the pair but not $E$, so a term linear in $k_z$ must contain $\boldsymbol\sigma$. Inversion flips $k_z$ and $E$ but not $\boldsymbol\sigma$, so the term must be odd in $E$. The mirror $y\to-y$ keeps $E$, $k_z$ and $\sigma_y$ and reverses $\sigma_x$ and $\sigma_z$. To lowest order what remains is

$$H_{\rm so}=\alpha\,k_z\sigma_y,\qquad \alpha=eE\times(\text{length})^2 .$$

This explains the linearity in $E$ but not the size. One candidate for the squared length is $P^2/E_g^2$, where $E_g$ is the direct gap at $\Gamma$ and $P$ (energy times length) couples conduction and valence bands. Another is $R^2$, which contains no gap. The model below shows that holes have a term of the second kind.

## The model

Hole energies are counted positive and the hole charge is $+e$, so the field adds $V=-eEx$. Near the top of the valence band the hole has angular momentum $J=3/2$. In the spherical approximation

$$H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma_s\big)k^2-2\gamma_s(\mathbf k\cdot\mathbf J)^2\Big],$$

with a hard wall at $\rho=R$. Write $\mathbf k\cdot\mathbf J=\mathbf k_\perp\!\cdot\mathbf J_\perp+k_zJ_z$ and square it. The cross term gives the part of $H$ linear in $k_z$, namely $k_zH_1$ with

$$H_1=-\frac{\hbar^2\gamma_s}{m_0}\{\mathbf k_\perp\!\cdot\mathbf J_\perp,J_z\},\qquad \mathbf k_\perp\!\cdot\mathbf J_\perp=\tfrac12(k_-J_++k_+J_-),$$

where $\{A,B\}=AB+BA$ and $k_\pm=k_x\pm ik_y$. Raising $J_z$ from $m$ to $m+1$, $\{J_+,J_z\}$ equals $(2m+1)$ times the element of $J_+$. That is $2\sqrt3$, $0$ and $-2\sqrt3$ for $m=\tfrac12,-\tfrac12,-\tfrac32$. Hence

$$\langle\tfrac32|H_1|\tfrac12\rangle=-\sqrt3\frac{\hbar^2\gamma_s}{m_0}k_-,\qquad \langle-\tfrac12|H_1|-\tfrac32\rangle=+\sqrt3\frac{\hbar^2\gamma_s}{m_0}k_- .$$

At $k_z=0$ we need

$$(\mathbf k_\perp\!\cdot\mathbf J_\perp)^2=\tfrac12k_\perp^2\big(\tfrac{15}4-J_z^2\big)+\tfrac14\big(k_-^2J_+^2+k_+^2J_-^2\big).$$

In units of $\hbar^2/2m_0$, the diagonal elements of $H$ are then $(\gamma_1+\gamma_s)k_\perp^2$ for $J_z=\pm\frac32$ and $(\gamma_1-\gamma_s)k_\perp^2$ for $J_z=\pm\frac12$. Since $J_\pm^2$ has elements $2\sqrt3$, the off-diagonal ones are $-\sqrt3\gamma_sk_\mp^2$. For a plane wave the eigenvalues are $(\gamma_1\mp2\gamma_s)k_\perp^2$, heavy and light.

Thus $J_z$ changes by 0 or 2, and $F_z=L_z+J_z$ is conserved. For the parameters used below, the ground pair $g_\pm$ has $F_z=\pm\frac12$ and even orbital number $L$. The excited states that matter, $e_\pm$, have $F_z=\pm\frac12$ and odd $L$:

- $g_+$: $a(\rho)$ in $J_z=\frac12$, and $b(\rho)e^{2i\varphi}$ in $J_z=-\frac32$;
- $e_+$: $c(\rho)e^{i\varphi}$ in $J_z=-\frac12$, and $d(\rho)e^{-i\varphi}$ in $J_z=\frac32$.

The partners $g_-$, $e_-$ follow by time reversal.

## Two small steps instead of a trip across the gap

$H_1$ conserves $F_z$ and changes the parity of $L$. The operator $x$ conserves $J_z$, changes $F_z$ by one and also changes that parity. Neither alone couples $g_+$ to $g_-$, but together they do. Let $E_0$ be the energy of $g_\pm$. Second-order perturbation theory, with $\Delta_n=E_{e,n}-E_0$, gives

$$\langle g_-|H_{\rm eff}|g_+\rangle=eEk_z\sum_n\frac{\langle g_-|x|e_{n+}\rangle\langle e_{n+}|H_1|g_+\rangle+\langle g_-|H_1|e_{n-}\rangle\langle e_{n-}|x|g_+\rangle}{\Delta_n}.$$

The sign is positive because $-eE$ is divided by $E_0-E_{e,n}=-\Delta_n$.

The two products are equal. Let $\Theta$ be time reversal, with $g_-=\Theta g_+$, $e_{n-}=\Theta e_{n+}$ and $\Theta^2=-1$. $H_1$ is odd under $\Theta$, so $\langle g_-|H_1|e_{n-}\rangle=-\langle e_{n+}|H_1|g_+\rangle$. The coordinate is even, but $g_+=-\Theta g_-$, so $\langle e_{n-}|x|g_+\rangle=-\langle g_-|x|e_{n+}\rangle$. The minus signs cancel, and with $U_n=\langle g_-|x|e_{n+}\rangle$ and $C_n=\langle e_{n+}|H_1|g_+\rangle$

$$\alpha=2eE\,\Big|\sum_n\frac{U_nC_n}{\Delta_n}\Big| .$$

The diagonal elements at this order vanish because $x$ changes $F_z$, so the pair splits by $\pm\alpha k_z$. The field acts through its own potential between two valence subbands, and the denominator is their spacing.

## Closed forms without strain

Let $\mathcal J_L$ be Bessel functions. From $k_\pm=-ie^{\pm i\varphi}(\partial_\rho\pm\frac i\rho\partial_\varphi)$ one finds

$$k_\pm\,\mathcal J_L(\kappa\rho)e^{iL\varphi}=\pm i\kappa\,\mathcal J_{L\pm1}(\kappa\rho)e^{i(L\pm1)\varphi},$$

so $k_\pm^2$ gives $-\kappa^2$ and shifts $L$ by $\pm2$. For $g_+$, inserting $(u\mathcal J_0,\,v\mathcal J_2e^{2i\varphi})$ turns the problem into the matrix with diagonal $\gamma_1\mp\gamma_s$ and off-diagonal $+\sqrt3\gamma_s$. Its heavy vector is $(\sqrt3,-1)$ and its light vector $(1,\sqrt3)$. At equal energy the light wave number is $q\kappa$, with $q^2=(\gamma_1-2\gamma_s)/(\gamma_1+2\gamma_s)$. So

$$a=\sqrt3\mathcal J_0(\kappa\rho)+\beta\mathcal J_0(q\kappa\rho),\qquad b=-\mathcal J_2(\kappa\rho)+\sqrt3\beta\mathcal J_2(q\kappa\rho).$$

Both vanish at the wall. Eliminating $\beta$, with $x_g=\kappa R$,

$$3\mathcal J_0(x_g)\mathcal J_2(qx_g)+\mathcal J_2(x_g)\mathcal J_0(qx_g)=0 .$$

For $e_+$ both radial functions are $\mathcal J_1$. Because $\mathcal J_{-1}=-\mathcal J_1$, the off-diagonal element is now $-\sqrt3\gamma_s$, and the heavy vector is $(c,d)\propto(\sqrt3,1)\mathcal J_1$. It meets the wall condition by itself at $\mathcal J_1(x_e)=0$, so $e_\pm$ is purely heavy.

Now apply $H_1$ to $g_+$ and project on $(\sqrt3,1)\mathcal J_1(x_e\rho/R)$. Apart from the factor $i\kappa\sqrt3\hbar^2\gamma_s/m_0$, the components $\frac32$ and $-\frac12$ contribute

$$-\big[\sqrt3\mathcal J_1(\kappa\rho)+\beta q\mathcal J_1(q\kappa\rho)\big]+\sqrt3\big[\mathcal J_1(\kappa\rho)-\sqrt3\beta q\mathcal J_1(q\kappa\rho)\big]=-4\beta q\,\mathcal J_1(q\kappa\rho).$$

The heavy part cancels at every radius. The reason is that a heavy wave has projection $\pm\frac32$ of $\mathbf J$ along $\mathbf k_\perp$, while $J_z$, perpendicular to it, changes this projection by one and so leads to light states. The coupling lives on the light wave that the wall mixes into $g_+$.

Take rough values for germanium, $\gamma_1=13$ and $\gamma_s=5$, with $R=10$ nm and $\hbar^2/2m_0=38.1$ meV nm². The roots are $x_g=3.787$ and $x_e=3.832$. With $\gamma_1-2\gamma_s=3$ the energies are $0.381\times3\times x^2$ meV, that is 16.39 and 16.78 meV, so $\Delta=0.39$ meV. Integrating the normalized functions numerically gives, for the lowest $e$ level,

$$C=54.0\ \text{meV nm}=7.08\,\frac{\hbar^2}{m_0R},\qquad U=1.52\ \text{nm}=0.152R,\qquad \Delta=0.514\,\frac{\hbar^2}{m_0R^2}.$$

The radii cancel to leave $R^2$. The full sum over $n$ is $\alpha/(eE)=4.15R^2=415$ nm², and the lowest level alone gives 1% more.

This large number is fragile, because $\Delta$ comes from two nearly equal roots. Raising $\gamma_s$ from 5 to 5.25 already puts $e_\pm$ below $g_\pm$. Including the split-off band, 300 meV away, lowers the slope to 146 nm². That band cannot touch the purely heavy $e_\pm$, since it has no projection $\pm\frac32$ along $\mathbf k_\perp$. It can lower $E_0$, because $g_\pm$ contains light waves and more states can only lower a ground level. The spacing therefore widens, which acts to lower the slope; $C$ and $U$ change too.

## Where linearity ends

Keep the lowest $e$ level alone. The field mixes $g_+$ with $e_-$ by an angle $\theta$, with $\tan2\theta=2eEU/\Delta$, and $g_-$ with $e_+$ by the same angle. $H_1$ between the two lower states has two equal parts $C\sin\theta\cos\theta$, so

$$\alpha=C\sin2\theta=\frac{2eEU\,C}{\sqrt{\Delta^2+4e^2E^2U^2}} .$$

It is linear for $2eEU\ll\Delta$ and saturates at $C$ in this two-level model. In strong fields higher levels join in and $\alpha$ can exceed $C$, so $C$ is not an upper bound for the wire. In the unstrained wire $2eEU=\Delta$ already at 0.0013 MV/cm.

## A strained wire

The silicon shell strains the core and separates the $J_z$ states. Add $\frac s2(J_z^2-\frac54)$, which raises $\pm\frac32$ and lowers $\pm\frac12$ by $s/2$. Both components of $e_+$ still carry the same $\mathcal J_1$, so its energy stays closed. With $A=\hbar^2x_e^2/2m_0R^2=5.59$ meV and an assumed $s=50$ meV,

$$E_e=A\gamma_1-\sqrt{(A\gamma_s+s/2)^2+3(A\gamma_s)^2}=72.7-71.8=0.9\ \text{meV}.$$

Diagonalizing $H$ in polynomials on the disc that vanish at the wall gives $E_0=-8.1$ meV. Hence $\Delta=9.0$ meV, with $C=38.3$ meV nm and $U=1.93$ nm. The lowest level contributes $2\times38.3\times1.93/9.0=16.5$ nm²; higher levels subtract, leaving 14.4 nm².

A core field of 0.01 MV/cm means $eE=1$ meV/nm. The linear law gives $\alpha=14.4$ meV nm and diagonalization in the field 13.9 meV nm, or 0.14 eV Å. At 0.03 MV/cm the two are 43 and 34 meV nm. With the calculated zero-field axial mass $m^*=0.070m_0$, the minima of $\hbar^2k_z^2/2m^*\pm\alpha k_z$ lie at $|k_z|=m^*\alpha/\hbar^2=1/(78\ \text{nm})$ for the lower field, at a depth of 0.09 meV. The field itself shifts the mass to $0.068m_0$, and the full dispersion in the field has its minima at $1/(81\ \text{nm})$, at the same depth to the digits shown.

For very large $s$ both $g$ and $e$ become pure $J_z=\pm\frac12$, between which $H_1$ vanishes. Then $C$ needs an admixture of order $\hbar^2/(m_0R^2s)$, while $\Delta\sim\hbar^2/(m_0R^2)$, and

$$\frac{\alpha}{eE}\sim\frac{1}{\Delta}\,\frac{\hbar^2}{m_0R}\,\frac{\hbar^2}{m_0R^2s}\,R\sim\frac{\hbar^2}{m_0s},$$

independent of $R$. The omitted numerical prefactor is about 10 for these band parameters: it lies between 9.4 and 10.0 for $R$ from 10 to 40 nm and $s$ from 50 to 5000 meV. This estimate is for the hard wall. With a barrier of 0.5 eV and $s=50$ meV the slope is smaller and still depends on the radius: 7.9 nm² at $R=10$ nm and 10.5 nm² at $R=20$ nm. At $R=10$ nm the hard-wall slopes for $s=25$, 50 and 100 meV are 27, 14 and 7.5 nm², close to this $1/s$ law.

## What the gap does control

In the same energy counting the conduction band lies at $-E_g+V$ and couples to the valence orbital $b=X,Y,Z$ by $Pk_b$. Its amplitude at hole energy $\varepsilon$ is $Pk_b\psi_b/(E_g+\varepsilon-V)$. Substituting it back and expanding gives

$$\frac{P^2}{E_g}k_ak_b+\frac{P^2}{E_g^2}k_a(V-\varepsilon)k_b .$$

The first term belongs to the hole masses. In the second, $k_aVk_b=Vk_ak_b-i(\partial_aV)k_b$, whose antisymmetric part is $-\frac i2\epsilon_{abc}(\nabla V\times\mathbf k)_c$. With orbital angular momentum $(I_c)_{ab}=-i\epsilon_{abc}$ this is $\frac12(\nabla V\times\mathbf k)\cdot\mathbf I$. Within $J=\frac32$, $\mathbf I=\frac23\mathbf J$, so

$$H_R=\frac{P^2}{3E_g^2}(\nabla V\times\mathbf k)\cdot\mathbf J=\frac{P^2}{3E_g^2}\,eEk_zJ_y ,$$

where the last form keeps the applied field and $k_z$. In the pair $J_z=\pm\frac12$, $J_y$ acts as $\sigma_y$. For rough values $2m_0P^2/\hbar^2=26$ eV and $E_g=0.9$ eV the coefficient is 0.41 nm². It sets a scale only: the expansion above contains other terms of order $1/E_g^2$, and a wall felt by the conduction band would add a force of its own.

The gap can be raised in an eight-band calculation with $P^2/E_g$, and hence the hole masses, held fixed, together with $R$, $s$ and the split-off energy. The conduction envelope is left free at the wall. For gaps of 0.9, 9 and 18 eV the slope is 12.45, 12.56 and 12.57 nm². The direct term survives, and the part that depends on the gap fades.

That the gap does not suppress the direct term therefore has a definite meaning: the gap is no denominator once the masses are given. It still sits inside them, as $2m_0P^2/(3\hbar^2E_g)\approx9.6$ of $\gamma_1=13$. Spin-orbit coupling is needed as well. In the strained six-band model the slope is zero for zero split-off energy, 4.1 nm² at 30 meV, 12.6 at 300 meV, and tends to the four-band 14.4.

## The model beside a real wire

The radius and band parameters are in the rough range of germanium-silicon core-shell wires; the strain splitting is an assumed value and, as shown, strongly affects the result. So does $\gamma_s$: changing it by 10% shifts the strained four-band slope by more than a third. Relative to the four-band slope, the split-off band takes off 13%. Cubic anisotropy ($\gamma_2=4.25$, $\gamma_3=5.5$, wire along [001], field along [100]) takes off 8%; for other directions of wire and field the correction can have the opposite sign. The hard wall is a much stronger idealization. The coupling depends on both the shape and the height of the confinement. In a parabolic well, for example, a uniform field only shifts the centre, and the slope would be zero. A step of 0.5 eV, with the same band parameters and strain on both sides, lowers the four-band slope from 14.4 to 7.9 nm², and the unstrained one from 415 to 51 nm². With split-off and conduction bands included but the wall kept hard, $\alpha$ at 0.01 MV/cm is 11.9 meV nm. With the same step, and equal band parameters on both sides, the six-band slope falls from 12.6 to 6.6 nm². A real shell has band parameters of its own, which can change the coupling much further, so the hard-wall value is not a prediction for a real wire.

That field is a tenth of a rough breakdown field of 0.1 MV/cm, and it drops 20 meV across the core against an indirect gap near 660 meV at room temperature (about 740 meV at low temperature). It is the field inside the core, which screening makes different from the one a gate applies outside. At 4 K, $k_BT=0.34$ meV is far below $\Delta$. At 300 K it is 26 meV, several subbands are occupied, and one $\alpha$ no longer describes the holes. Nonuniform strain and fields, and interactions between holes, are outside the model.
